**Numerical test of the field in a spherical void**

The program tests \(E_{\rm in}=3\varepsilon E_0/(2\varepsilon+1)\), where \(E_{\rm in}\) is the field in an empty, uncharged spherical void, \(E_0\) the distant field in the solid and \(\varepsilon\) the relative permittivity of the solid. A finite-volume solution in radius and angle, which does not assume the angular form of the potential, is asserted to agree with the formula for \(\varepsilon=2\), 4 and 10. For \(\varepsilon=4\) the grid gives a ratio of 1.3345, against 4/3 from the formula. Further assertions cover the uniformity of the void field, the potential and wall fields in the solid, the bound wall charge, a trapped charge and a graded wall. The formula for a flattened void is compared with multipole matching on its surface, and the electrode image sum with a mode integral. For a void of radius 5 nm at 2 MV/cm, the output gives an internal field of 2.667 MV/cm. Of the four field corrections compared, one trapped elementary charge is the largest, at 7.20% of the void field. The program also prints estimates for electron escape into the void, based on rough barrier and gap values.

## Verification by program

```python
"""
Result under test: an uncharged empty spherical void in a linear solid of
relative permittivity eps has the uniform internal field
    E_in = 3 eps E0 / (2 eps + 1),   which is 4/3 E0 for eps = 4.
E0: uniform field far away in the solid, along z.  a: void radius.
Tests use a = 1, E0 = 1 and Gaussian-type atomic units (4 pi eps0 = 1).
The example uses nm, V/nm, MV/cm and eV (1 V/nm = 10 MV/cm).
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import zeta


def void_ratio(eps):
    return 3 * eps / (2 * eps + 1)


def chain(coupling):
    """Matrix of a row of cells joined by the given conductances."""
    diagonal = np.zeros(len(coupling) + 1)
    diagonal[:-1] += coupling
    diagonal[1:] += coupling
    return diags([-coupling, diagonal, -coupling], [-1, 0, 1])


N_THETA = 80
theta_edges = np.linspace(0, np.pi, N_THETA + 1)
theta = 0.5 * (theta_edges[1:] + theta_edges[:-1])
d_theta = np.pi / N_THETA
weight = np.cos(theta_edges[:-1]) - np.cos(theta_edges[1:])


def solve_grid(edges, eps_cell, far_field, wall=None, charge=0.0):
    """Finite volumes in (r, theta): div(eps grad phi) = -4 pi rho.
    A point charge may sit at the upper pole of the radial face 'wall'."""
    rc = 0.5 * (edges[1:] + edges[:-1])
    face = edges[1:-1]
    resist = (face - rc[:-1]) / eps_cell[:-1] + (rc[1:] - face) / eps_cell[1:]
    outer = edges[-1]**2 * eps_cell[-1] / (edges[-1] - rc[-1])
    last = np.zeros(len(rc))
    last[-1] = outer
    radial = chain(face**2 / resist) + diags(last)
    angular = chain(np.sin(theta_edges[1:-1]) / d_theta)
    matrix = (kron(radial, diags(weight))
              + kron(diags(eps_cell * np.diff(edges)), angular))
    rhs = np.zeros((len(rc), N_THETA))
    rhs[-1] = -outer * weight * far_field * edges[-1] * np.cos(theta)
    if charge:
        g_in = eps_cell[wall - 1] / (edges[wall] - rc[wall - 1])
        g_out = eps_cell[wall] / (rc[wall] - edges[wall])
        rhs[wall - 1, 0] += 2 * charge * g_in / (g_in + g_out)
        rhs[wall, 0] += 2 * charge * g_out / (g_in + g_out)
    phi = spsolve(matrix.tocsc(), rhs.ravel()).reshape(rhs.shape)
    return rc, phi


def centre_field(rc, phi):
    """Field at the centre from the cos(theta) part of phi near r = 0.5."""
    i = np.argmin(abs(rc - 0.5))
    return -1.5 * np.sum(phi[i] * np.cos(theta) * weight) / rc[i]


# ---- void field for several permittivities, no angular form assumed ----
WALL = 40
edges = np.concatenate([np.linspace(0, 1, WALL + 1),
                        np.geomspace(1, 20, 101)[1:]])
middle = 0.5 * (edges[1:] + edges[:-1])
for eps_test in (2.0, 10.0, 4.0):
    eps_cell = np.where(middle < 1, 1.0, eps_test)
    rc, phi = solve_grid(edges, eps_cell, 1.0)
    grid_ratio = centre_field(rc, phi)
    assert abs(grid_ratio - void_ratio(eps_test)) < 5e-3

# the last solution is for eps = 4
eps = 4.0
beta = (eps - 1) / (2 * eps + 1)
rings = (rc > 0.2) & (rc < 0.9)
columns = abs(np.cos(theta)) > 0.3
local = -phi[rings][:, columns] / np.outer(rc[rings], np.cos(theta[columns]))
spread = np.max(abs(local - void_ratio(eps)))
assert spread < 1e-2                       # the internal field is uniform
near = (rc > 1) & (rc < 3)
outside = -np.outer(rc[near] + beta / rc[near]**2, np.cos(theta))
assert np.max(abs(phi[near] - outside)) < 1e-2

# ---- fields in the solid at the wall, and the bound wall charge ----
gap_resist = (1 - rc[WALL - 1]) + (rc[WALL] - 1) / eps
normal_solid = (phi[WALL - 1] - phi[WALL]) / gap_resist / eps
pole_grid = normal_solid[0]
half = N_THETA // 2
tangent = [(phi[i, half] - phi[i, half - 1]) / (rc[i] * d_theta)
           for i in (WALL, WALL + 1)]
slope = (tangent[1] - tangent[0]) / (rc[WALL + 1] - rc[WALL])
equator_grid = tangent[0] + slope * (1 - rc[WALL])
assert abs(pole_grid - void_ratio(eps) / eps) < 0.03 * pole_grid
assert abs(equator_grid - void_ratio(eps)) < 0.02
sigma_grid = -(eps - 1) / (4 * np.pi) * normal_solid
sigma_peak = 3 * (eps - 1) / (4 * np.pi * (2 * eps + 1))
assert np.max(abs(sigma_grid + sigma_peak * np.cos(theta))) < 0.03 * sigma_peak
extra_grid = -2 * np.pi * np.sum(sigma_grid * np.cos(theta) * weight)
assert abs(extra_grid - beta) < 0.02 * beta

# ---- frozen uniform polarization: Coulomb field of its wall charge ----
frozen_p = (eps - 1) / (4 * np.pi)
frozen = 1 + quad(lambda t: 2 * np.pi * frozen_p * np.cos(t)**2 * np.sin(t),
                  0, np.pi)[0]
assert abs(frozen - (eps + 2) / 3) < 1e-10

# ---- one charge trapped at the upper pole of the wall ----
rc, phi = solve_grid(edges, eps_cell, 0.0, WALL, 1.0)
charge_grid = -centre_field(rc, phi)
charge_formula = 3 / (2 * eps + 1)
assert abs(charge_grid - charge_formula) < 0.03 * charge_formula


# ---- flattened void: depolarization formula against multipole matching ----
def depolarization(polar):
    """Spheroid with equatorial semi-axis 1 and the given polar semi-axis."""
    return 0.5 * polar * quad(
        lambda s: 1 / ((s + 1) * (s + polar**2)**1.5), 0, np.inf)[0]


def matched_ratio(polar, eps, top=19):
    t = np.linspace(0.005, np.pi - 0.005, 300)
    c, s = np.cos(t), np.sin(t)
    r = 1 / np.sqrt(s**2 + c**2 / polar**2)
    n_rho, n_z = s, c / polar**2
    length = np.hypot(n_rho, n_z)
    n_rho, n_z = n_rho / length, n_z / length
    n_r, n_t = n_rho * s + n_z * c, n_rho * c - n_z * s
    inner, outer = [], []
    for order in range(1, top + 1, 2):
        series = np.eye(order + 1)[order]
        p = legendre.legval(c, series)
        dp = -s * legendre.legval(c, legendre.legder(series))
        inner.append(np.concatenate(
            [r**order * p, r**(order - 1) * (order * p * n_r + dp * n_t)]))
        outer.append(np.concatenate(
            [-p / r**(order + 1),
             -eps * (-(order + 1) * p * n_r + dp * n_t) / r**(order + 2)]))
    target = np.concatenate([-r * c, -eps * n_z])
    answer = np.linalg.lstsq(np.array(inner + outer).T, target, rcond=None)[0]
    return -answer[0]


flat = 0.9
depol = depolarization(flat)
flat_ratio = 1 / (1 - depol * (eps - 1) / eps)
assert abs(matched_ratio(flat, eps) - flat_ratio) < 1e-4


# ---- graded wall: coated-sphere formula against the grid ----
def coated_ratio(shell, host, inner, outer):
    f = (inner / outer)**3
    return 9 * shell * host / ((shell + 2 * host) * (1 + 2 * shell)
                               + 2 * f * (shell - host) * (1 - shell))


radius, film = 5.0, 100.0                  # nm
shell_eps, shell_width = 2.0, 0.3          # -, nm
r1 = 1 - shell_width / (2 * radius)
r2 = 1 + shell_width / (2 * radius)
edges_shell = np.concatenate([np.linspace(0, r1, 41),
                              np.linspace(r1, r2, 9)[1:],
                              np.geomspace(r2, 20, 101)[1:]])
mid_shell = 0.5 * (edges_shell[1:] + edges_shell[:-1])
eps_shell = np.where(mid_shell < r1, 1.0,
                     np.where(mid_shell < r2, shell_eps, eps))
shell_ratio = coated_ratio(shell_eps, eps, r1, r2)
shell_grid = centre_field(*solve_grid(edges_shell, eps_shell, 1.0))
assert abs(shell_grid - shell_ratio) < 5e-3

# ---- electrodes: image sum against the mode integral for two plates ----
image_factor = 4 * zeta(3)
modes = quad(lambda k: k**2 * ((np.cosh(k) + 1) / np.sinh(k) - 1), 1e-9, 40)[0]
assert abs(modes - image_factor) < 1e-6
electrode_change = -beta * image_factor * (radius / film)**3

# ---- worked example ----
applied = 0.2                              # V/nm
temperature = 300.0                        # K
inside = void_ratio(eps) * applied
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # V nm
trapped = charge_formula * coulomb / radius**2               # V/nm
sigma_si = 4 * np.pi * sigma_peak * const.epsilon_0 * applied * 1e9  # C/m2
hemisphere = sigma_si * np.pi * (radius * 1e-9)**2 / const.e
drop = 2 * radius * inside
strength, gap, affinity = 10.0, 9.0, 0.9   # rough: MV/cm, eV, eV

# ---- escape of a conduction electron from the wall into the void ----
wave = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9  # 1/(nm sqrt(eV))
image = coulomb * (eps - 1) / (4 * (eps + 1))                # eV nm


def tunnel_exponent(height, field, pull):
    root = np.sqrt(height**2 - 4 * field * pull)
    start, stop = (height - root) / (2 * field), (height + root) / (2 * field)
    return 2 * wave * quad(
        lambda x: np.sqrt(max(height - field * x - (pull / x if pull else 0),
                              0.0)), start, stop, limit=200)[0]


triangle = 4 * wave * affinity**1.5 / (3 * inside)
assert abs(tunnel_exponent(affinity, inside, 0.0) / triangle - 1) < 1e-5
peak = affinity - 2 * np.sqrt(inside * image)
search = minimize_scalar(lambda x: -(affinity - inside * x - image / x),
                         bounds=(0.05, 5), method="bounded")
assert abs(-search.fun - peak) < 1e-6
tunnel = tunnel_exponent(affinity, inside, image)
thermal = peak * const.e / (const.k * temperature)
valence_path = (gap + affinity) / inside

# ---- the example stays inside the model's range ----
assert 10 * inside < strength and drop < gap
assert valence_path > 2 * radius
effects = {"charge": trapped / inside,
           "shape": flat_ratio / void_ratio(eps) - 1,
           "wall": shell_ratio / void_ratio(eps) - 1,
           "electrodes": electrode_change}
assert max(effects, key=lambda name: abs(effects[name])) == "charge"

print(f"relative permittivity of the solid: {eps:.1f}")
print(f"void field / applied field, formula: {void_ratio(eps):.6f}")
print(f"void field / applied field, grid: {grid_ratio:.4f}")
print(f"largest departure from uniformity on grid, units of E0: {spread:.1e}")
print(f"dipole coefficient B / (a^3 E0): {-beta:.6f}")
print(f"field of wall charge at centre / E0, grid: {extra_grid:.4f}")
print(f"solid at pole, field / E0: formula {void_ratio(eps)/eps:.4f},"
      f" grid {pole_grid:.4f}")
print(f"solid at equator, field / E0: formula {void_ratio(eps):.4f},"
      f" grid {equator_grid:.4f}")
print(f"frozen polarization, cavity field / E0: {frozen:.4f}")
print(f"ratio for permittivity 3.9: {void_ratio(3.9):.4f}")
print(f"void radius: {radius:.1f} nm")
print(f"film thickness: {film:.0f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"applied field: {10*applied:.2f} MV/cm")
print(f"voltage across film: {applied*film:.1f} V")
print(f"field in void: {10*inside:.3f} MV/cm")
print(f"field in void, converted: {inside/10:.5f} V/angstrom")
print(f"field in solid at pole: {10*inside/eps:.3f} MV/cm")
print(f"voltage across void diameter: {drop:.3f} V")
print(f"peak bound wall charge: {sigma_si*100:.3f} uC/cm2")
print(f"bound charge on one half of wall: {hemisphere:.3f} elementary charges")
print(f"one trapped charge, field at centre: {10*trapped:.3f} MV/cm")
print(f"one trapped charge, share of void field: {100*effects['charge']:.2f} %")
print(f"polar / equatorial axis of flattened void: {flat:.2f}")
print(f"depolarization factor of flattened void: {depol:.4f}")
print(f"flattened void, field / E0: {flat_ratio:.4f}")
print(f"flattened void, change of field: {100*effects['shape']:.2f} %")
print(f"graded wall: width {shell_width:.1f} nm, permittivity {shell_eps:.1f}")
print(f"graded wall, field / E0: formula {shell_ratio:.4f},"
      f" grid {shell_grid:.4f}")
print(f"graded wall, change of field: {100*effects['wall']:.2f} %")
print(f"electrode images, change of field: {100*electrode_change:.3f} %")
print(f"rough breakdown strength of solid: {strength:.0f} MV/cm")
print(f"peak field in solid / rough strength: {10*inside/strength:.3f}")
print(f"rough band gap: {gap:.0f} eV")
print(f"energy gained across void by one electron: {drop:.3f} eV")
print(f"rough barrier, conduction band to vacuum: {affinity:.1f} eV")
print(f"barrier lowered by field and image force: {peak:.3f} eV")
print(f"thermal exponent at lowered barrier: {thermal:.1f}")
print(f"tunnelling exponent without image force: {triangle:.1f}")
print(f"tunnelling exponent with image force: {tunnel:.1f}")
print(f"path needed by a valence electron: {valence_path:.1f} nm")
print("every check passed")
```

Printed output:

```
relative permittivity of the solid: 4.0
void field / applied field, formula: 1.333333
void field / applied field, grid: 1.3345
largest departure from uniformity on grid, units of E0: 1.2e-03
dipole coefficient B / (a^3 E0): -0.333333
field of wall charge at centre / E0, grid: 0.3335
solid at pole, field / E0: formula 0.3333, grid 0.3334
solid at equator, field / E0: formula 1.3333, grid 1.3326
frozen polarization, cavity field / E0: 2.0000
ratio for permittivity 3.9: 1.3295
void radius: 5.0 nm
film thickness: 100 nm
temperature: 300 K
applied field: 2.00 MV/cm
voltage across film: 20.0 V
field in void: 2.667 MV/cm
field in void, converted: 0.02667 V/angstrom
field in solid at pole: 0.667 MV/cm
voltage across void diameter: 2.667 V
peak bound wall charge: 0.177 uC/cm2
bound charge on one half of wall: 0.868 elementary charges
one trapped charge, field at centre: 0.192 MV/cm
one trapped charge, share of void field: 7.20 %
polar / equatorial axis of flattened void: 0.90
depolarization factor of flattened void: 0.3618
flattened void, field / E0: 1.3724
flattened void, change of field: 2.93 %
graded wall: width 0.3 nm, permittivity 2.0
graded wall, field / E0: formula 1.3498, grid 1.3510
graded wall, change of field: 1.24 %
electrode images, change of field: -0.020 %
rough breakdown strength of solid: 10 MV/cm
peak field in solid / rough strength: 0.267
rough band gap: 9 eV
energy gained across void by one electron: 2.667 eV
rough barrier, conduction band to vacuum: 0.9 eV
barrier lowered by field and image force: 0.420 eV
thermal exponent at lowered barrier: 16.2
tunnelling exponent without image force: 21.9
tunnelling exponent with image force: 14.3
path needed by a valence electron: 37.1 nm
every check passed
```
